**One adjoint solve for the threshold sensitivity at every dopant node**

The program computes S_k = dV_T/da_k = κλ_k/(λ·∂F/∂V_G), where a_k is the number of acceptors added at node k, F is the set of discretized Poisson and electron-continuity equations, κ = q/(ε₀V_t), and λ solves Jᵀλ = ∂ln I/∂s for the state s with J = ∂F/∂s. It asserts that S_k agrees with explicit charge perturbations at seven nodes and with one random pattern over all 1202 open nodes. Further assertions cover current conservation, the gate slope, mesh refinement, the long-channel depth law and spread, and the Poisson variance. A three-dimensional mesh is used to assert that a small point charge at mid-width or at the side shifts the threshold as much as the same charge spread evenly over the width. For the 40 nm example the output shows a threshold of 0.366 V, a largest sensitivity of 14.6 mV per acceptor and a linear threshold spread of 43 mV. The largest gap between adjoint and explicit values at the selected nodes is 1.3×10⁻⁵ of the largest sensitivity. Whole dopants at the surface depart clearly from the linear value, and the printed sizes of neglected effects are estimates.

## Verification by program

```python
"""
Result under test: for a discretized n-MOSFET, F(state, VG, a) = 0, threshold is
the gate voltage at which the drain current equals a fixed value.  One adjoint solve
    J^T lam = d ln(I)/d state,   J = dF/d state
gives the threshold change per added acceptor at EVERY silicon node k:
    S_k = dVT/da_k = -(lam . dF/da_k)/(lam . dF/dVG).
Symbols: u = potential / thermal voltage (zero at the intrinsic level),
w = exp(-electron quasi-Fermi potential / thermal voltage), n = ni*exp(u)*w.
Lengths are in nm, densities in nm^-3, voltages in V; y is depth below the oxide.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy import constants as C
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ai_zeros

EPS_SI, EPS_OX = 11.7, 3.9
T_OX, DEPTH, SIDE = 2.0, 60.0, 20.0
GATE_LEN, WIDTH = 40.0, 40.0
N_A, N_SD = 3e-3, 0.1
FLAT_X, FLAT_Y, SPREAD = 14.0, 12.0, 3.0
GATE_OFFSET = 0.55          # gate Fermi level above silicon midgap, eV
V_D, MOBILITY = 0.05, 300e14   # V, nm^2/(V s)
I_SQUARE = 1e-7             # threshold current for width = length, A
GAP, NI_300 = 1.12, 1e-11   # eV, nm^-3
Q_EPS0 = C.e / C.epsilon_0 * 1e9   # V nm


def factor(matrix):
    return splu(sp.csc_matrix(matrix), permc_spec="MMD_AT_PLUS_A",
                diag_pivot_thresh=1e-6, options=dict(SymmetricMode=True))


def dual(cells):
    """Half of each neighbouring cell, for every node."""
    return 0.5 * (np.append(cells, 0.0) + np.insert(cells, 0, 0.0))


def depth_nodes(first, ratio, cap, oxide_cells):
    steps = [first]
    while sum(steps) < DEPTH:
        steps.append(min(steps[-1] * ratio, cap))
    silicon = np.insert(np.cumsum(steps), 0, 0.0)
    silicon *= DEPTH / silicon[-1]
    return np.concatenate([np.linspace(-T_OX, 0, oxide_cells + 1)[:-1], silicon])


class Device:
    def __init__(self, gate_len, dx_step, y, width=WIDTH, nz=1, temp=300.0,
                 start=None):
        total = gate_len + 2 * SIDE
        x = np.linspace(0, total, int(round(total / dx_step)) + 1)
        self.x, self.y, self.width = x, y, width
        self.vt = C.k * temp / C.e
        self.kappa = Q_EPS0 / self.vt
        self.ni = NI_300 * (temp / 300) ** 1.5 * np.exp(
            -GAP * C.e / (2 * C.k) * (1 / temp - 1 / 300))
        dx, dy = np.diff(x), np.diff(y)
        si = (y[:-1] > -1e-9).astype(float)
        eps = np.where(si > 0, EPS_SI, EPS_OX)
        self.hx = hx = dual(dx)
        hs, he = dual(dy * si), dual(dy * eps)
        wz = np.array([width]) if nz == 1 else dual(np.full(nz - 1, width / (nz - 1)))
        self.shape = (len(x), len(y), nz)
        self.size = int(np.prod(self.shape))
        self.index = idx = np.arange(self.size).reshape(self.shape)
        X = lambda v: v[:, None, None]
        Y = lambda v: v[None, :, None]
        Z = lambda v: v[None, None, :]

        def edges(lo, hi, g_eps, g_si):
            return (lo.ravel(), hi.ravel(), np.broadcast_to(g_eps, lo.shape).ravel(),
                    np.broadcast_to(g_si, lo.shape).ravel())

        parts = [edges(idx[:-1], idx[1:], Y(he) * Z(wz) / X(dx), Y(hs) * Z(wz) / X(dx)),
                 edges(idx[:, :-1], idx[:, 1:], X(hx) * Z(wz) * Y(eps / dy),
                       X(hx) * Z(wz) * Y(si / dy))]
        if nz > 1:
            inv_dz = (nz - 1) / width
            parts.append(edges(idx[:, :, :-1], idx[:, :, 1:],
                               X(hx) * Y(he) * inv_dz, X(hx) * Y(hs) * inv_dz))
        tail, head, self.g_eps, self.g_si = [np.concatenate(c) for c in zip(*parts)]
        rows, one = np.arange(len(tail)), np.ones(len(tail))
        self.tail = sp.csr_matrix((one, (rows, tail)), shape=(len(tail), self.size))
        self.head = sp.csr_matrix((one, (rows, head)), shape=(len(tail), self.size))
        self.dif = (self.head - self.tail).tocsr()
        self.vol = (X(hx) * Y(hs) * Z(wz)).ravel()
        xx = np.broadcast_to(X(x), self.shape).ravel()
        yy = np.broadcast_to(Y(y), self.shape).ravel()
        self.xx, self.yy = xx, yy
        lateral = np.minimum(np.maximum(xx - FLAT_X, 0),
                             np.maximum(total - FLAT_X - xx, 0))
        below = np.maximum(yy - FLAT_Y, 0)
        in_si = self.vol > 0
        self.donors = in_si * N_SD * np.exp(-(lateral**2 + below**2) / (2 * SPREAD**2))
        self.net = self.donors - N_A * in_si
        near = 1e-6
        shallow = (yy > -near) & (yy < FLAT_Y + near)
        source = (xx < near) & shallow
        self.drain = (xx > total - near) & shallow
        body = yy > DEPTH - near
        self.gate = (yy < -T_OX + near) & (xx > SIDE - near) & (xx < total - SIDE + near)
        fixed_u = source | self.drain | body | self.gate
        fixed_w = source | self.drain | body | ~in_si
        self.fu, self.fw = np.flatnonzero(~fixed_u), np.flatnonzero(~fixed_w)
        self.dopable = in_si & ~fixed_u
        self.dif_u, self.dif_w = self.dif[:, self.fu], self.dif[:, self.fw]
        self.tail_u, self.head_u = self.tail[:, self.fu], self.head[:, self.fu]
        self.same = sp.identity(self.size, format="csr")[self.fu][:, self.fw]
        gate_part = -self.dif_u.T @ (self.g_eps * (self.dif @ self.gate.astype(float)))
        self.gate_col = np.concatenate([gate_part / self.vt, np.zeros(len(self.fw))])
        self.log_target = np.log(I_SQUARE * width / gate_len)
        self.state = self.solve(start=start if start is not None else self.guess())

    def conductance(self, u):
        d = self.dif @ u
        small = np.abs(d) < 1e-2
        e = np.where(small, 1.0, d)
        h = np.where(small, 1 - d * d / 24, 0.5 * e / np.sinh(0.5 * e))
        slope = np.where(small, -d / 12, 1 / e - 0.5 / np.tanh(0.5 * e))
        mean = 0.5 * (self.tail @ u + self.head @ u)
        return self.g_si * np.exp(mean) * h, slope

    def poisson(self, u, w, extra):
        n, p = self.ni * np.exp(u) * w, self.ni * np.exp(-u)
        res = -self.dif.T @ (self.g_eps * (self.dif @ u)) + self.kappa * (
            self.vol * (p - n + self.net) - extra)
        jac = -(self.dif_u.T @ sp.diags(self.g_eps) @ self.dif_u) - sp.diags(
            (self.kappa * self.vol * (n + p))[self.fu])
        return res[self.fu], jac

    def relax(self, u, w):
        """Solve the electron continuity equation, linear in w, at fixed u."""
        g, _ = self.conductance(u)
        w = w.copy()
        lap = self.dif_w.T @ sp.diags(g) @ self.dif_w
        w[self.fw] -= factor(lap).solve(self.dif_w.T @ (g * (self.dif @ w)))
        return w

    def guess(self):
        vd, vg = V_D / self.vt, 0.4
        u = np.arcsinh(self.net / (2 * self.ni))
        u[self.drain] += vd
        u[self.gate] = (vg + GATE_OFFSET) / self.vt
        w = np.where(self.xx > 0.5 * self.x[-1], np.exp(-vd), 1.0)
        w[self.yy > DEPTH - 1e-6] = 1.0
        for _ in range(300):
            res, jac = self.poisson(u, w, 0.0)
            du = factor(jac).solve(-res)
            u[self.fu] += np.clip(du, -3, 3)
            if np.abs(du).max() < 1e-5:
                return u, self.relax(u, w), vg
        raise RuntimeError("initial Poisson solve did not converge")

    def current(self, u, w, region):
        """Electron current entering a set of nodes, in A."""
        g, _ = self.conductance(u)
        into = -(self.dif @ region.astype(float))
        return C.e * MOBILITY * self.vt * self.ni * np.sum(into * g * (self.dif @ w))

    def system(self, u, w, extra):
        res_u, j_uu = self.poisson(u, w, extra)
        g, slope = self.conductance(u)
        flux = g * (self.dif @ w)
        by_tail, by_head = flux * (0.5 - slope), flux * (0.5 + slope)
        scale = 1 / (abs(self.dif_w).T @ g)
        res_w = -scale * (self.dif_w.T @ flux)
        left = -sp.diags(scale) @ self.dif_w.T
        j_wu = left @ (sp.diags(by_tail) @ self.tail_u + sp.diags(by_head) @ self.head_u)
        j_ww = left @ sp.diags(g) @ self.dif_w
        j_uw = sp.diags((-self.kappa * self.vol * self.ni * np.exp(u))[self.fu]) @ self.same
        into = -(self.dif @ self.drain.astype(float))
        total = np.sum(into * flux)
        grad = np.concatenate([self.tail_u.T @ (into * by_tail)
                               + self.head_u.T @ (into * by_head),
                               self.dif_w.T @ (into * g)]) / total
        log_i = np.log(C.e * MOBILITY * self.vt * self.ni * total)
        matrix = sp.bmat([[j_uu, j_uw], [j_wu, j_ww]], format="csc")
        return np.concatenate([res_u, res_w]), matrix, log_i, grad

    def solve(self, extra=0.0, log_factor=0.0, start=None):
        """Newton solve for the state and the gate voltage at the target current."""
        first = self.state if start is None else start
        u, w, vg = first[0].copy(), first[1].copy(), first[2]
        nu = len(self.fu)
        for _ in range(100):
            res, matrix, log_i, grad = self.system(u, w, extra)
            lu = factor(matrix)
            a, b = lu.solve(-res), lu.solve(-self.gate_col)
            dvg = (self.log_target + log_factor - log_i - grad @ a) / (grad @ b)
            step = a + b * dvg
            size = np.abs(step[:nu]).max()
            damp = min(1.0, 2.0 / max(size, 1e-30))
            u[self.fu] += damp * step[:nu]
            w[self.fw] += damp * step[nu:]
            vg += damp * dvg
            u[self.gate] = (vg + GATE_OFFSET) / self.vt
            if size < 1e-8:
                return u, w, vg
            if size > 0.3:
                w = self.relax(u, w)
        raise RuntimeError("Newton solve did not converge")

    def adjoint(self):
        """All node sensitivities (V per acceptor) and d ln(I)/d VG (1/V)."""
        _, matrix, _, grad = self.system(self.state[0], self.state[1], 0.0)
        lu = factor(matrix)
        lam = lu.solve(grad, trans="T")
        lam += lu.solve(grad - matrix.T @ lam, trans="T")
        gate_term = lam @ self.gate_col
        sens = np.zeros(self.size)
        sens[self.fu] = self.kappa * lam[:len(self.fu)] / gate_term
        return sens * self.dopable, -gate_term

    def node(self, x, y, k=0):
        return self.index[np.argmin(abs(self.x - x)), np.argmin(abs(self.y - y)), k]

    def sigma(self, sens, density=N_A):
        return np.sqrt(np.sum(density * self.vol * sens**2))

    def effective_length(self):
        """Length over which the channel resistance is spread, from the base state."""
        w = self.state[1].reshape(self.shape)[:, np.argmin(abs(self.y)), 0]
        share = np.diff(w) / (w[-1] - w[0])
        return 1 / np.sum(share**2 / np.diff(self.x))


rng = np.random.default_rng(7)
y_main = depth_nodes(0.15, 1.25, 3.0, 2)
dev = Device(GATE_LEN, 2.0, y_main)
S, gate_slope = dev.adjoint()
u0, w0, vt0 = dev.state
sigma = dev.sigma(S)
ideality = 1 / (dev.vt * gate_slope)
print(f"gate length, width, oxide: {GATE_LEN:.0f}, {WIDTH:.0f}, {T_OX:.0f} nm")
print(f"acceptors, source donors: {N_A*1e21:.1e}, {N_SD*1e21:.1e} cm^-3")
print(f"drain bias {V_D*1e3:.0f} mV; mobility {MOBILITY/1e14:.0f} cm2/Vs; T 300 K")
print(f"threshold current: {I_SQUARE*WIDTH/GATE_LEN*1e9:.0f} nA")
print(f"mesh nodes {dev.size}, nodes open to a dopant {dev.dopable.sum()}")
print(f"threshold voltage: {vt0:.4f} V")
print(f"subthreshold swing from adjoint: {np.log(10)/gate_slope*1e3:.2f} mV/decade")

# The current must be the same through the drain and through a mid-channel cut.
i_drain = dev.current(u0, w0, dev.drain)
i_cut = dev.current(u0, w0, dev.xx > 0.5 * dev.x[-1] + 0.1)
assert abs(i_cut / i_drain - 1) < 1e-6

# Gate slope from two complete solves at slightly different target currents.
dvg = dev.solve(log_factor=0.01)[2] - dev.solve(log_factor=-0.01)[2]
assert abs(0.02 / dvg / gate_slope - 1) < 1e-4

# Explicit charges at selected nodes, against the one adjoint solve.
print("x, depth (nm): adjoint; explicit +-0.05; one whole acceptor (mV), 2D smeared")
worst = 0.0
for px, py in [(40, 0), (40, 5), (40, 15), (40, 30), (26, 5), (54, 5), (8, 5)]:
    k = dev.node(px, py)
    charge = np.zeros(dev.size)
    charge[k] = 0.05
    explicit = (dev.solve(charge)[2] - dev.solve(-charge)[2]) / 0.1
    whole = dev.solve(20 * charge)[2] - vt0
    worst = max(worst, abs(explicit - S[k]) / S.max())
    print(f"  {dev.xx[k]:4.0f} {dev.yy[k]:6.2f}: {S[k]*1e3:9.5f}; "
          f"{explicit*1e3:9.5f}; {whole*1e3:9.5f}")
assert worst < 1e-4
print(f"largest adjoint-explicit gap / largest sensitivity: {worst:.1e}")

# One random pattern that charges all nodes at once.
pattern = 0.01 * rng.normal(size=dev.size) * dev.dopable
explicit = (dev.solve(pattern)[2] - dev.solve(-pattern)[2]) / 2
assert abs(explicit - S @ pattern) < 1e-3 * np.linalg.norm(S * pattern)
print(f"random pattern: adjoint {S@pattern*1e3:.5f}, explicit {explicit*1e3:.5f} mV")
top = np.argmax(S)
print(f"largest sensitivity {S[top]*1e3:.3f} mV at x {dev.xx[top]:.0f}, "
      f"depth {dev.yy[top]:.2f} nm")
print(f"threshold sigma, random acceptors: {sigma*1e3:.2f} mV")
shallow_part = np.sum((N_A * dev.vol * S**2)[dev.yy < 10]) / sigma**2
print(f"share of variance from depth below 10 nm: {100*shallow_part:.1f} %")

# Mesh refinement.
fine = Device(GATE_LEN, 1.0, depth_nodes(0.1, 1.2, 2.0, 3))
sigma_fine = fine.sigma(fine.adjoint()[0])
assert abs(sigma_fine / sigma - 1) < 0.06
print(f"refined mesh ({fine.size} nodes): VT {fine.state[2]:.4f} V, "
      f"sigma {sigma_fine*1e3:.2f} mV")

# Long channel: depth law for a sheet of acceptors, and sigma.
long = Device(200.0, 2.0, y_main)
S_long, _ = long.adjoint()
mid = len(long.x) // 2
u_long = long.state[0].reshape(long.shape)[mid, :, 0]
surface = np.argmin(abs(long.y))
psi_s = (u_long[surface] - u_long[-1]) * long.vt
w_dep = np.sqrt(2 * EPS_SI * (psi_s - long.vt) / (Q_EPS0 * N_A))
c_ox, c_dep = EPS_OX / (Q_EPS0 * T_OX), EPS_SI / (Q_EPS0 * w_dep)
q_dep = N_A * w_dep
prefactor = (1 + c_ox * long.vt / q_dep) / (1 - c_dep * long.vt / q_dep)
sheet = WIDTH * c_ox * (long.hx @ S_long.reshape(long.shape)[:, :, 0])
law = prefactor * (1 - long.y / w_dep)
inside = (long.y > 1) & (long.y < 0.75 * w_dep)
gap_law = np.abs(sheet - law)[inside].max()
print(f"200 nm gate: surface potential {psi_s:.4f} V, depletion depth {w_dep:.2f} nm")
print(f"  weak-inversion prefactor {prefactor:.4f}, largest depth-law gap {gap_law:.4f}")
for py in (5, 10):
    j = np.argmin(abs(long.y - py))
    print(f"  sheet at {long.y[j]:.2f} nm: adjoint {sheet[j]:.4f}, law {law[j]:.4f}")
assert gap_law < 0.08


def sigma_law(length):
    return prefactor / c_ox * np.sqrt(N_A * w_dep / (3 * length * WIDTH))


# Sections near the junctions hold little resistance, so the law needs the
# length over which the resistance is really spread, not the drawn gate length.
l_eff = long.effective_length()
sigma_long = long.sigma(S_long)
print(f"  effective length {l_eff:.1f} nm; sigma: adjoint {sigma_long*1e3:.2f}, "
      f"law {sigma_law(l_eff)*1e3:.2f} mV")
print(f"  sigma from the law with the drawn length: {sigma_law(200.0)*1e3:.2f} mV")
assert abs(sigma_long / sigma_law(l_eff) - 1) < 0.12
l_short = dev.effective_length()
print(f"40 nm gate: effective length {l_short:.1f} nm; long-channel law gives "
      f"{sigma_law(GATE_LEN)*1e3:.2f} (drawn), {sigma_law(l_short)*1e3:.2f} mV (effective)")

# Coarse mesh: Poisson variance and nonlinear solves of random doping patterns.
y_coarse = depth_nodes(0.4, 1.6, 5.0, 1)
coarse = Device(GATE_LEN, 4.0, y_coarse)
S_c, _ = coarse.adjoint()
mean_count = N_A * coarse.vol * coarse.dopable
many = (rng.poisson(mean_count, size=(4000, coarse.size)) - mean_count) @ S_c
assert abs(many.std() / coarse.sigma(S_c) - 1) < 0.05
linear, actual = [], []
for _ in range(60):
    extra = rng.poisson(mean_count) - mean_count
    linear.append(S_c @ extra)
    actual.append(coarse.solve(extra)[2] - coarse.state[2])
linear, actual = np.array(linear), np.array(actual)
correlation = np.corrcoef(linear, actual)[0, 1]
spread_ratio = actual.std() / linear.std()
print(f"coarse mesh: VT {coarse.state[2]:.4f} V, sigma {coarse.sigma(S_c)*1e3:.2f} mV")
print(f"60 random patterns, 2D smeared: correlation {correlation:.4f}, "
      f"spread ratio {spread_ratio:.4f}")
print(f"  mean shift beyond linear: {np.mean(actual-linear)*1e3:.2f} mV")
# The tolerance allows for second-order response to whole dopants.
assert correlation > 0.9 and abs(spread_ratio - 1) < 0.2

# Three dimensions: half of the device, with a mirror plane at its mid-width.
NZ = 5
PROBE = 0.0005              # small charge, so that second-order response is negligible
slab_start = (np.repeat(coarse.state[0], NZ), np.repeat(coarse.state[1], NZ),
              coarse.state[2])
slab = Device(GATE_LEN, 4.0, y_coarse, width=WIDTH / 2, nz=NZ, start=slab_start)
assert abs(slab.state[2] - coarse.state[2]) < 1e-7
reference = S_c[coarse.node(40, 5)]
for k in (0, NZ - 1):
    charge = np.zeros(slab.size)
    charge[slab.node(40, 5, k)] = PROBE
    point = (slab.solve(charge)[2] - slab.state[2]) / (2 * PROBE)
    print(f"3D point charge, {k*WIDTH/2/(NZ-1):.0f} nm from mid-width: {point*1e3:.4f}; "
          f"2D adjoint {reference*1e3:.4f} mV")
    assert abs(point / reference - 1) < 5e-3
for py in (0, 5):
    charge = np.zeros(slab.size)
    charge[slab.node(40, py)] = 0.5      # half of a dopant on the mirror plane
    up = slab.solve(charge)[2] - slab.state[2]
    down = slab.solve(-charge)[2] - slab.state[2]
    k = coarse.node(40, py)
    print(f"3D whole dopant, depth {coarse.yy[k]:.2f} nm: acceptor {up*1e3:.3f}, "
          f"donor {down*1e3:.3f}, linear +-{S_c[k]*1e3:.3f} mV")

# Sizes of neglected effects, from the example's own fields and densities.
hot = Device(GATE_LEN, 2.0, y_main, temp=358.0)
print(f"at 358 K: VT {hot.state[2]:.4f} V, sigma {hot.sigma(hot.adjoint()[0])*1e3:.2f} mV")
print(f"sigma from random donors alone: {dev.sigma(S, dev.donors)*1e3:.2f} mV")
print(f"threshold shift per 1 % mobility change: {0.01/gate_slope*1e3:.3f} mV")
grid = u0.reshape(dev.shape)[:, :, 0]
top_row, centre = np.argmin(abs(dev.y)), len(dev.x) // 2
field = (grid[centre, top_row] - grid[centre, top_row + 1]) * dev.vt / (
    dev.y[top_row + 1] - dev.y[top_row]) * 1e9          # V/m
field_ox = (grid[centre, 0] - grid[centre, top_row]) * dev.vt / T_OX * 1e9
kt = C.k * 300
zeros = -ai_zeros(12)[0]
sheet_q, moment, lowest = 0.0, 0.0, []
for valleys, m_z, m_plane in [(2, 0.916, 0.19), (4, 0.19, np.sqrt(0.19 * 0.916))]:
    level = zeros * (C.hbar**2 * (C.e * field)**2 / (2 * m_z * C.m_e)) ** (1 / 3)
    weight = valleys * m_plane * C.m_e * kt / (np.pi * C.hbar**2) * np.exp(-level / kt)
    sheet_q += weight.sum()
    moment += np.sum(weight * 2 * level / (3 * C.e * field))
    lowest.append(level[0] / C.e)
m_dos = (36 * 0.916 * 0.19**2) ** (1 / 3) * C.m_e
n_c = 2 * (2 * np.pi * m_dos * kt / C.h**2) ** 1.5      # m^-3
shift_q = dev.vt * np.log(n_c * kt / (C.e * field) / sheet_q)
extra_ox = (moment / sheet_q - kt / (C.e * field)) * 1e9 * EPS_OX / EPS_SI
print(f"surface field {field/1e8:.3f}, oxide field {field_ox/1e8:.3f} MV/cm")
print(f"lowest levels, heavy/light normal mass: {lowest[0]:.3f}, {lowest[1]:.3f} eV")
print(f"confinement raises VT by about {ideality*shift_q*1e3:.0f} mV, "
      f"adds {extra_ox:.2f} nm of oxide ({100*extra_ox/T_OX:.0f} %)")
ratio = N_SD * 1e27 / n_c


def filling(eta):
    return 2 / np.sqrt(np.pi) * quad(lambda s: 2 * s * s / (1 + np.exp(s * s - eta)),
                                     0, 9)[0]


eta = brentq(lambda e: filling(e) - ratio, -5, 20)
print(f"source degeneracy: potential higher by {(eta-np.log(ratio))*dev.vt*1e3:.1f} mV")
sheet_n = I_SQUARE / (C.e * MOBILITY * dev.vt * (1 - np.exp(-V_D / dev.vt)))  # nm^-2
barrier = lambda s: np.sqrt(2 * 0.5 * C.m_e * C.e * max(3.1 - lowest[0]
                                                       - field_ox * s * 1e-9, 0)) / C.hbar
gate_exp = 2e-9 * quad(barrier, 0, T_OX)[0]
i_gate = C.e * sheet_n * GATE_LEN * WIDTH * lowest[0] * C.e / C.h * np.exp(-gate_exp)
print(f"gate tunnelling / threshold current, rough: {i_gate/i_drain:.0e}")
junction = np.abs(np.diff(grid[:, top_row:], axis=0)).max() * dev.vt / 2.0 * 1e9
band_exp = 4 * np.sqrt(2 * 0.2 * C.m_e) * (GAP * C.e) ** 1.5 / (3 * C.e * C.hbar * junction)
i_band = 2 * C.e**2 / C.h * V_D * WIDTH * 20 * np.exp(-band_exp)  # one mode per nm^2
print(f"peak junction field {junction/1e8:.2f} MV/cm; "
      f"band tunnelling / threshold current, rough: {i_band/i_drain:.0e}")
print("every check passed")
```

Output:

```
gate length, width, oxide: 40, 40, 2 nm
acceptors, source donors: 3.0e+18, 1.0e+20 cm^-3
drain bias 50 mV; mobility 300 cm2/Vs; T 300 K
threshold current: 100 nA
mesh nodes 1353, nodes open to a dopant 1202
threshold voltage: 0.3664 V
subthreshold swing from adjoint: 97.21 mV/decade
x, depth (nm): adjoint; explicit +-0.05; one whole acceptor (mV), 2D smeared
    40   0.00:  14.28334;  14.28353;  15.54407
    40   4.90:   8.87378;   8.87377;   8.93689
    40  15.77:   2.82727;   2.82726;   2.81170
    40  30.51:   0.05862;   0.05862;   0.05416
    26   4.90:   2.30304;   2.30304;   2.35000
    54   4.90:   2.19262;   2.19263;   2.23103
     8   4.90:   0.00001;   0.00001;   0.00001
largest adjoint-explicit gap / largest sensitivity: 1.3e-05
random pattern: adjoint -0.65597, explicit -0.65612 mV
largest sensitivity 14.569 mV at x 40, depth 0.33 nm
threshold sigma, random acceptors: 42.93 mV
share of variance from depth below 10 nm: 81.3 %
refined mesh (3726 nodes): VT 0.3663 V, sigma 43.02 mV
200 nm gate: surface potential 1.0033 V, depletion depth 20.53 nm
  weak-inversion prefactor 1.0592, largest depth-law gap 0.0059
  sheet at 4.90 nm: adjoint 0.8063, law 0.8062
  sheet at 10.14 nm: adjoint 0.5396, law 0.5361
  effective length 159.4 nm; sigma: adjoint 17.65, law 17.64 mV
  sigma from the law with the drawn length: 15.74 mV
40 nm gate: effective length 19.0 nm; long-channel law gives 35.21 (drawn), 51.11 mV (effective)
coarse mesh: VT 0.3637 V, sigma 42.47 mV
60 random patterns, 2D smeared: correlation 0.9873, spread ratio 1.0219
  mean shift beyond linear: 6.08 mV
3D point charge, 0 nm from mid-width: 7.4942; 2D adjoint 7.4945 mV
3D point charge, 20 nm from mid-width: 7.4942; 2D adjoint 7.4945 mV
3D whole dopant, depth 0.00 nm: acceptor 10.428, donor -13.138, linear +-13.947 mV
3D whole dopant, depth 6.27 nm: acceptor 7.258, donor -7.727, linear +-7.494 mV
at 358 K: VT 0.3186 V, sigma 42.89 mV
sigma from random donors alone: 3.54 mV
threshold shift per 1 % mobility change: 0.422 mV
surface field 0.740, oxide field 2.223 MV/cm
lowest levels, heavy/light normal mass: 0.143, 0.241 eV
confinement raises VT by about 167 mV, adds 0.34 nm of oxide (17 %)
source degeneracy: potential higher by 31.8 mV
gate tunnelling / threshold current, rough: 3e-09
peak junction field 0.79 MV/cm; band tunnelling / threshold current, rough: 4e-16
every check passed
```
